\section*{Absorption Band of the Linear E x e Jahn-Teller Model}

\section{A displaced hump}

For a linear $E\otimes e$ Jahn--Teller system with vertical excitation energy $2.000$ eV, vibrational quantum $0.050$ eV and Jahn--Teller energy $0.400$ eV, the computed $A\to E$ absorption band has two humps, at $1.845$ and $2.213$ eV. A semiclassical estimate with the same broadening puts them at $1.853$ and $2.147$ eV. The lower hump agrees to $8$ meV, while the upper one is off by $66$ meV. To decide whether this is a fault of the matrix calculation or of the estimate, we need an error analysis of both.

\section{Model and conventions}

The initial state $A$ is nondegenerate, undisplaced, and in its vibrational ground level (zero temperature). The final state $E$ has real electronic components $|x\rangle,|y\rangle$ and is coupled to one doubly degenerate mode, with the same frequency $\omega$ in both states. The transition dipole is independent of the nuclei (Condon approximation), and light polarized along $x$ excites $|x\rangle$. In atomic units, with energies counted from the $A$ ground level,
\begin{equation}
H=T_0-\omega+\frac{P^2}{2\mu}+\frac{\mu\omega^2Q^2}{2}
+F(Q_x\sigma_z+Q_y\sigma_x).
\end{equation}
The $A$ ground level lies $\omega$ above the $A$ potential minimum, because the two components each have zero-point energy $\omega/2$. The electronic gap at $Q=0$ is therefore $T_0$.

Set $Q=\ell q$ with $\ell=(\mu\omega)^{-1/2}$. The oscillator part becomes $\omega(p^2+q^2)/2=\omega(\hat n+1)$, where $\hat n$ counts quanta, and the zero-point terms cancel:
\begin{equation}
H=T_0+h,\quad h=\omega\hat n+\lambda W,\quad
W=q_x\sigma_z+q_y\sigma_x,\quad \lambda=F\ell .
\label{eq:h}
\end{equation}
The two parts of $W$ anticommute, so $W^2=q_x^2+q_y^2=\rho^2$. Since $W$ is traceless, its electronic eigenvalues are $\pm\rho$. The lower potential sheet is $\omega\rho^2/2-\lambda\rho$, with its minimum at $\rho=k\equiv\lambda/\omega$ and depth $E_{\rm JT}=\lambda^2/2\omega$.

The example takes round model parameters $F=2$ eV/\AA{} and $\ell=0.1$ \AA. Then $\lambda=2\times0.1=0.2$ eV, $k=0.2/0.05=4$, and $E_{\rm JT}=0.04/0.10=0.4$ eV. The trough radius is $k\ell=0.4$ \AA. The Gaussian broadening has standard deviation $\sigma=0.04$ eV.

\section{Reduction to a chain}

Use $|\pm\rangle=(|x\rangle\pm i|y\rangle)/\sqrt2$. From $W_{xx}=-W_{yy}=q_x$ and $W_{xy}=W_{yx}=q_y$,
\begin{align}
\langle\pm|W|\pm\rangle&=\tfrac12(W_{xx}+W_{yy}\pm iW_{xy}\mp iW_{yx})=0,\\
\langle-|W|+\rangle&=\tfrac12(W_{xx}-W_{yy}+iW_{xy}+iW_{yx})=q_x+iq_y .
\end{align}
Define circular quanta by $a_\pm=(a_x\mp ia_y)/\sqrt2$. Because $q_x=(a_x+a_x^\dagger)/\sqrt2$, and likewise for $y$,
\begin{equation}
q_x+iq_y=\frac{a_x^\dagger+ia_y^\dagger}{\sqrt2}
+\frac{a_x+ia_y}{\sqrt2}=a_+^\dagger+a_- .
\end{equation}
This operator raises the vibrational angular momentum $l=n_+-n_-$ by one while the electron goes from $|+\rangle$ to $|-\rangle$. Hence $j=l\pm\frac12$, with the sign of the electronic state, is conserved.

Label states by $|\pm;n_+,n_-\rangle$ and start from $|0\rangle=|+;0,0\rangle$. The states reached are
\begin{equation}
|2m\rangle=|+;m,m\rangle,\qquad |2m+1\rangle=|-;m+1,m\rangle .
\end{equation}
Acting on an even member,
\begin{equation}
W|2m\rangle=|-\rangle(a_+^\dagger+a_-)|m,m\rangle
=\sqrt{m+1}\,|2m+1\rangle+\sqrt m\,|2m-1\rangle .
\end{equation}
Every link of the chain joins an even and an odd member, so this gives all of them. State $|n\rangle$ contains $n$ quanta. The matrix of $h$ is thus tridiagonal, with
\begin{equation}
h_{nn}=n\omega,\qquad h_{n-1,n}=b_n=\lambda\sqrt{\lceil n/2\rceil},
\quad n\ge1 .
\label{eq:chain}
\end{equation}
In the example the first off-diagonal elements are $0.2,\,0.2,\,0.283,\,0.283$ eV.

Light along $x$ prepares $(|+;0,0\rangle+|-;0,0\rangle)/\sqrt2$. The two parts have $j=\frac12$ and $j=-\frac12$, so they do not interfere. The reflection $q_y\to-q_y$, $|y\rangle\to-|y\rangle$ leaves $W$ unchanged and exchanges them, so their spectra are equal. One chain therefore gives the whole normalized band.

\section{The algorithm and its moments}

\begin{enumerate}
\item Choose $N$ and form the $N\times N$ matrix (\ref{eq:chain}).
\item Find its eigenvalues $x_v$ and the first components $c_{0v}$ of its normalized eigenvectors.
\item With $x=E-T_0$ and a normalized Gaussian $g_\sigma$, evaluate
\begin{equation}
I_N(x)=\sum_v c_{0v}^2\,g_\sigma(x-x_v).
\end{equation}
\end{enumerate}
The absorption cross section contains a further factor proportional to $E$, omitted here.

The broadened band of the chain was tested at $k=2.5$ against that of a matrix built from two Cartesian modes and real electronic states, with the same limit on the total quanta. That matrix has $2\times N(N+1)/2=N(N+1)$ states where the chain has $N$. A second test compared the autocorrelation function at $k=4$ with wave-packet propagation on a grid; the largest difference was $5\times10^{-5}$, relative to an initial value of one.

The stick moments $M_m=\langle0|h^m|0\rangle$ follow from two steps along the chain:
\begin{align}
h|0\rangle&=b_1|1\rangle,\\
h^2|0\rangle&=b_1\left(b_1|0\rangle+\omega|1\rangle+b_2|2\rangle\right).
\end{align}
Taking overlaps and using $b_1=b_2=\lambda$,
\begin{equation}
M_1=0,\quad M_2=\lambda^2,\quad M_3=\lambda^2\omega,\quad
M_4=2\lambda^4+\lambda^2\omega^2 .
\end{equation}
The mean stays at the vertical energy for every coupling. The skewness $M_3/M_2^{3/2}=1/k$ is positive and vanishes slowly; at $k=4$ it is $0.25$. Gaussian broadening adds $\sigma^2$ to the second moment and leaves the third central moment unchanged.

The lowest stick checks the energy scale. The trough bottom is at $T_0-\omega-E_{\rm JT}$. Adding $\omega/2$ for radial vibration, and neglecting motion around the trough, gives $2-0.05-0.4+0.025=1.575$ eV. The computed value is $1.5754$ eV. Its weight is $1.1\times10^{-3}$, so the onset of absorption lies far below the visible lower hump.

\section{Truncation error}

Let $h_N$ be $h$ restricted to $|0\rangle,\ldots,|N-1\rangle$. Since each application of $h$ moves at most one link outward, $h_N^m|0\rangle=h^m|0\rangle$ for $m\le N-1$. Writing a moment as an overlap of two such vectors, with one further $h$ between them if needed, shows that all moments through order $2N-1$ are preserved. At order $2N$ the missing part of $h^N|0\rangle$ is $b_1b_2\cdots b_N|N\rangle$, so the moment is too small by $(b_1\cdots b_N)^2$.

The preserved moments do not show directly how large the error is at a given energy. To obtain a bound from the time evolution, let $\psi(t)=e^{-iht}|0\rangle$, let $\psi_N(t)$ be its truncated counterpart, and let $c_{N-1}(t)$ be the amplitude of $\psi_N$ on the last retained state. The full $h$ would carry that amplitude on to $|N\rangle$, so
\begin{equation}
i\dot\psi_N=h\psi_N-b_Nc_{N-1}|N\rangle .
\end{equation}
Subtract this from $i\dot\psi=h\psi$. The difference $\eta=\psi-\psi_N$ starts at zero and obeys $i\dot\eta=h\eta+b_Nc_{N-1}|N\rangle$, with solution
\begin{equation}
\eta(t)=-ib_N\int_0^t e^{-ih(t-s)}|N\rangle c_{N-1}(s)\,ds .
\label{eq:duhamel}
\end{equation}
The error of the autocorrelation function $C(t)=\langle0|\psi(t)\rangle$ is $\delta C=\langle0|\eta\rangle$. A matrix element of a unitary operator between normalized states has magnitude at most one, hence $|\delta C(t)|\le b_N\int_0^t|c_{N-1}(s)|\,ds$.

The broadened band is
\begin{equation}
I(x)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{ixt-\sigma^2t^2/2}C(t)\,dt .
\end{equation}
Since $C(-t)=C(t)^*$, negative times double the bound from positive times. Exchanging the order of integration and using $\int_s^\infty e^{-\sigma^2t^2/2}dt=\sqrt{\pi/2}\,{\rm erfc}(\sigma s/\sqrt2)/\sigma$,
\begin{equation}
|I(x)-I_N(x)|\le\frac{b_N}{\sigma\sqrt{2\pi}}
\int_0^\infty |c_{N-1}(s)|\,{\rm erfc}\!\left(\frac{\sigma s}{\sqrt2}\right)ds .
\label{eq:bound}
\end{equation}
The right side needs only the truncated matrix and the next off-diagonal element $b_N$. It bounds the truncation error, not rounding or the error of evaluating the integral.

In the example, with everything relative to the band peak, $N=30$ gives an error of $9\times10^{-3}$ and $N=60$ gives $1.2\times10^{-8}$, measured against a larger matrix. The bounds are $1.6$ and $4.5\times10^{-3}$. The bound also discards phases, but it is pessimistic mainly because it replaces the return amplitude $\langle0|e^{-ih(t-s)}|N\rangle$ in (\ref{eq:duhamel}) by one. In fact the wave packet must travel out to $|N\rangle$ and back before the damping factor removes the contribution. Even so, the bound certifies the band at $N=60$ to better than one per cent of its peak. Truncation cannot explain the $66$ meV.

\section{How large a matrix?}

A classical estimate gives the growth of $N$ with $k$. The most demanding start is at rest on the upper sheet at radius $\rho_0$, with energy $\omega(\rho_0^2/2+k\rho_0)$. If the system crosses to the lower sheet, its outer turning point satisfies
\begin{equation}
\tfrac12\rho^2-k\rho=\tfrac12\rho_0^2+k\rho_0
\;\Rightarrow\;(\rho-k)^2=(\rho_0+k)^2
\;\Rightarrow\;\rho=2k+\rho_0 .
\end{equation}
An oscillator reaching radius $\rho$ needs about $\rho^2/2$ quanta, so
\begin{equation}
N\approx\tfrac12(2k+c)^2 .
\label{eq:size}
\end{equation}
For $\sigma$ well below $\omega$, the number $c$ stands for the tail of the initial Gaussian and depends mainly on the tolerance; a coarser resolution lowers it. This is an estimate, not a bound. The table gives $N$, found by bisection, for an error of $10^{-6}$ of the peak.
\begin{center}
\begin{tabular}{rrrr}
$k$ & $N$, $\sigma=0.2\omega$ & $c$ & $N$, $\sigma=0.2\lambda$\\
1 & 14 & 3.29 & 14\\
4 & 68 & 3.66 & 53\\
8 & 194 & 3.70 & 85\\
16 & 639 & 3.75 & 98
\end{tabular}
\end{center}
At resolution fixed relative to $\omega$, $c$ rises only from $3.29$ to $3.75$ while $N$ grows by a factor of $46$, which supports (\ref{eq:size}). At resolution fixed relative to $\lambda$, growth slows beyond $k=4$: from $k=8$ to $k=16$ $N$ rises only from $85$ to $98$, and it levels off near $104$ at larger $k$. The damping then admits times $t$ of order $1/\lambda$ times a fixed number. During such a time the force of strength $\lambda$ produces a dimensionless momentum of about $\lambda t$, hence about $(\lambda t)^2/2$ quanta. This count does not depend on $k$, but it neglects the restoring force and so is approached only when $\omega t=\lambda t/k$ is small; at small $k$ the size (\ref{eq:size}) is the smaller one. A broad band at strong coupling is cheap; its individual sticks are not.

\section{The semiclassical double hump}

For short times neglect $\omega\hat n$ beside $\lambda W$. Each nuclear configuration then absorbs at $x=\pm\lambda\rho$. The two signs have equal weight because $\langle+|W|+\rangle=0$. The ground-state density $e^{-\rho^2}/\pi$ gives the radial distribution $2\rho e^{-\rho^2}d\rho$, so
\begin{equation}
I_{\rm sc}(x)=\int_0^\infty\!\rho e^{-\rho^2}
[\delta(x-\lambda\rho)+\delta(x+\lambda\rho)]\,d\rho
=\frac{|x|}{\lambda^2}e^{-x^2/\lambda^2}.
\end{equation}
The central zero arises because a small splitting requires both components of $q$ to be small, and the available area vanishes with $\rho$. For $x>0$ the derivative vanishes when $1-2x^2/\lambda^2=0$. The peaks lie at $\pm\lambda/\sqrt2$, with separation $\sqrt2\lambda=2\sqrt{\omega E_{\rm JT}}=0.283$ eV.

To include broadening, convolve with $g_\sigma$ and complete the square. With $s^2=\lambda^2+2\sigma^2$, $\alpha=s^2/(2\sigma^2\lambda^2)$ and $y_0=x\lambda^2/s^2$,
\begin{equation}
\frac{y^2}{\lambda^2}+\frac{(x-y)^2}{2\sigma^2}
=\alpha(y-y_0)^2+\frac{x^2}{s^2}.
\end{equation}
Put $y=y_0+u$ in $\int|y|e^{-\alpha(y-y_0)^2}dy$ and split at $u=-y_0$. The terms in $u$ add to $e^{-\alpha y_0^2}/\alpha$; those in $y_0$ leave $y_0\int_{-y_0}^{y_0}e^{-\alpha u^2}du$. Therefore
\begin{equation}
I_{\rm sc,\sigma}=\frac{e^{-x^2/s^2}}{\lambda^2\sigma\sqrt{2\pi}}
\left[\frac{e^{-\alpha y_0^2}}{\alpha}
+y_0\sqrt{\frac{\pi}{\alpha}}\,{\rm erf}(\sqrt\alpha\,y_0)\right].
\end{equation}
For small $x$ the bracket is $(1-\alpha y_0^2)/\alpha+2y_0^2=(1+\alpha y_0^2)/\alpha$. Since $\alpha y_0^2=x^2\lambda^2/(2\sigma^2s^2)$,
\begin{equation}
\frac{I_{\rm sc,\sigma}(x)}{I_{\rm sc,\sigma}(0)}
\approx1+\frac{x^2}{s^2}\left(\frac{\lambda^2}{2\sigma^2}-1\right).
\end{equation}
The centre is a minimum for $\sigma<\lambda/\sqrt2$, here $0.141$ eV. The chosen $0.04$ eV is well inside this range and moves the semiclassical separation to $0.294$ eV.

\section{Error of the semiclassical band}

Divide $h$ by $\lambda$: the operator is $W+\epsilon\hat n$ with $\epsilon=1/k$. Keep $\sigma/\lambda$ fixed. Duhamel's formula bounds the change of $C$ at scaled time $\tau=\lambda t$ by $\epsilon\int_0^\tau\|\hat n e^{-iWs}|0\rangle\|ds$. Because $W^2=\rho^2$, the state $e^{-iWs}|0\rangle$ has components $\cos(\rho s)$ and $-i(q_x+iq_y)\sin(\rho s)/\rho$ times the initial Gaussian. Both are smooth, so the norm is finite and grows as a power of $s$. Gaussian damping then makes the band error $O(1/k)$. Inserting the same formula again for the full propagator gives the term linear in $\epsilon$ plus a remainder bounded by $\epsilon^2$ times a double integral of $\|\hat n e^{-iWs'}\hat n e^{-iWs}|0\rangle\|$. Each $\hat n$ differentiates or multiplies a smooth function times the Gaussian, so this norm again grows only as a power of $s$ and $s'$. The step can be repeated, and the damped band has an expansion in powers of $\epsilon$.

A symmetry separates these terms. Changing the sign of $|-\rangle$ turns $W$ into $-W$ and leaves $\hat n$ and $|0\rangle$ alone. Thus $W+\epsilon\hat n$ has the same band as $-(W-\epsilon\hat n)$:
\begin{equation}
I_\epsilon(x)=I_{-\epsilon}(-x).
\end{equation}
The term linear in $\epsilon$ must be odd in $x$, and the quadratic term even. At $\sigma=0.3\lambda$, doubling $k$ from $128$ to $256$ reduces the largest odd deviation by $1.99$ and the even one by $3.96$, close to the predicted $2$ and $4$.

With truncation excluded, the initial discrepancy is an error of the semiclassical estimate. For a small deviation $\delta(x)$, a peak at $x_p$ moves by $-\delta'(x_p)/I_{\rm sc,\sigma}''(x_p)$. An odd $\delta$ has an even derivative and moves both peaks the same way; an even $\delta$ moves them oppositely. In the example this formula gives $-6$ and $+52$ meV, against the observed shifts of $-8$ and $+66$ meV. The signs and rough sizes are right, but for the upper hump the formula is not yet reliable at such couplings: at $k=16$, with the same $\lambda$ and $\sigma$, it gives $+27$ meV, where the actual shift is $+8$ meV. At $k=64$ both humps have moved down, by about $1$ and $4$ meV, so the upward shift of the example is not the leading $1/k$ term. The close agreement of the lower hump does not show that the estimate is accurate as a whole: the dip between the humps has a height of $1.01$ eV$^{-1}$ in the computed band and $0.74$ eV$^{-1}$ in the estimate. At $k=4$ and $\sigma=0.3\lambda$, somewhat broader than the example's $0.2\lambda$, the odd and even deviations reach $18$ and $14$ per cent of the peak. Scaling the $k=256$ values, $5.82\times10^{-3}$ and $2.18\times10^{-4}$, by $64$ and $64^2$ would give $37$ and $89$ per cent, so at $k=4$ the expansion has not yet settled into its leading orders.

The wider separation does not conflict with the second moment $\lambda^2+\sigma^2$, which both broadened bands share: a moment depends on the whole band, including its tails, and does not fix the peak positions.

\section{Weak coupling and limits of use}

For $k\ll1$, second-order perturbation theory on the first link gives a main stick at $-\lambda^2/\omega=-k^2\omega$ with weight about $1-k^2$, and a satellite near $+\omega$ with weight about $k^2$. This is a vibrational progression, not a double hump. With $\sigma=0.04$ eV $=0.8\omega$ the sticks merge: counting maxima above five per cent of the peak, at $k=0.5$ and $k=1$ the band has one maximum, at $k=2$ and $k=4$ two. At $k=8$ there are three, at $1.695$, $2.367$ and $2.629$ eV. The maxima above $T_0$ lie close to vibrational levels of the upper sheet. In units of $\omega$ and counted from $T_0$, the adiabatic radial potential for $j=\frac12$ is $j^2/2\rho^2+\rho^2/2+k\rho-1$. Its two lowest levels fall at $2.37$ and $2.66$ eV for $k=8$. For $k=4$ the lowest falls at $2.23$ eV, near the displaced hump at $2.213$ eV and far from the semiclassical $2.147$ eV. The static estimate contains no such quantization. The extra maximum shows that larger $k$ at fixed $\sigma/\omega$ need not give a smoother band: the convergence proved above requires fixed $\sigma/\lambda$.

The single tridiagonal chain also depends on the model. Quadratic Jahn--Teller coupling mixes different $j$, and further active modes enlarge the basis. At finite temperature, initial states with vibrational quanta start inside a chain or in chains of other $j$. In these cases the elements (\ref{eq:chain}) no longer suffice, although the bound (\ref{eq:bound}), with $|b_N|$ in place of $b_N$, still holds for any self-adjoint tridiagonal Hamiltonian whose first basis state is the bright state. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
T0 2.000 eV, omega 0.050 eV, sigma 0.040 eV
length 0.100 angstrom, force 2.000 eV/angstrom
mass 15239.9 electron masses
lam 0.2000 eV, k 4.000, E_JT 0.4000 eV
trough radius 0.4000 angstrom
b_1..b_6 (eV): [0.2     0.2     0.28284 0.28284 0.34641 0.34641]
lowest stick 1.57543 eV, weight 1.121e-03
rms width of sticks 0.20000 eV
third moment of sticks 0.002000 eV^3
unbroadened semiclassical separation 0.2828 eV
dip limit for sigma, lam/sqrt(2): 0.1414 eV
broadened band: position (eV), height (1/eV)
  chain lower hump: 1.8450, 2.0374
  chain dip: 2.0745, 1.0069
  chain upper hump: 2.2130, 1.8660
  semiclassical lower hump: 1.8530, 1.9856
  semiclassical dip: 2.0000, 0.7388
  semiclassical upper hump: 2.1470, 1.9856
hump separation, chain 0.3680 eV
hump separation, semiclassical 0.2940 eV
max difference, Cartesian matrix test 1.6e-14
max difference, grid propagation test 4.8e-05
N, error / peak, bound / peak (example)
  15, 1.94e-01, 5.65e+00
  30, 8.92e-03, 1.63e+00
  45, 5.22e-05, 2.00e-01
  60, 1.20e-08, 4.50e-03
k, maxima above 5% of the peak (eV), sigma fixed
  0.5: 1.993
  1.0: 1.972
  2.0: 1.925 2.103
  4.0: 1.845 2.213
  8.0: 1.695 2.367 2.629
k, N (sigma=0.2 omega), c=sqrt(2N)-2k, N (sigma=0.2 lam)
  1, 14, 3.29, 14
  2, 28, 3.48, 26
  4, 68, 3.66, 53
  8, 194, 3.70, 85
  16, 639, 3.75, 98
sigma=0.3 lam: k, odd and even deviation / peak, separation / lam
  4, 1.781e-01, 1.409e-01, 1.775
  16, 7.830e-02, 3.516e-02, 1.555
  64, 2.296e-02, 3.336e-03, 1.520
  128, 1.161e-02, 8.641e-04, 1.520
  256, 5.824e-03, 2.181e-04, 1.520
  semiclassical separation / lam 1.520
k 128 to 256: odd falls by 1.994, even by 3.962
\end{verbatim}
